# Oxide breakdown by union-find percolation: Weibull slope and oxide thickness

A gate oxide is held at a high field. Its leakage creeps up as defects form, and then the current jumps at one spot. Nominally identical devices fail at widely different times. If $F(t)$ is the fraction failed by time $t$, a plot of $\ln[-\ln(1-F)]$ against $\ln t$ is often close to a straight line, whose slope is the Weibull slope. A small slope means a long tail of early failures. The question is how this slope depends on oxide thickness when breakdown means that randomly placed defects have joined the two electrodes.

## The model and the naive scheme

Divide the oxide into cubic cells of edge $a_0$. There are $n$ layers, so the thickness is $na_0$, and $N$ vertical columns, so the area is $Na_0^2$ and the number of cells is $M=nN$. A cell is good or defective. Defects in cells that share a face are connected, and a defect in an outer layer touches the electrode there. The sides are periodic, which removes edge effects. Cells fail independently with equal probability. Breakdown is the first moment at which a connected cluster touches both electrodes.

The naive scheme puts defects into random empty cells, searches the lattice for a spanning cluster after each one, and records the number of defects at breakdown. It has two faults.

The first is cost. A search visits up to $M$ cells and is repeated for every defect. At fixed thickness the number of defects at breakdown grows as $M^{1-1/n}$, because the breakdown fraction falls as $N^{-1/n}$ (shown below), so one device can cost of order $M^{2-1/n}$ operations. Each search also discards what the previous one found.

The second fault is in the statistics. For one layer, the first defect is always fatal, so the recorded count is 1 in every device and shows no spread. Yet the time of the first defect does vary. With a defective fraction $p$,

$$F(p)=1-(1-p)^N\qquad(n=1),$$

which has Weibull slope 1 at small $p$. The count has lost the fluctuation in how many defects exist at a given stress. For independent cells that number has mean $pM$ and variance $Mp(1-p)$, hence a relative spread $\sqrt{(1-p)/(pM)}$. At fixed $p$ this fades as the lattice grows. For one layer, however, breakdown comes when $pM$ is of order 1, and the spread is then of order 1 at any size.

## Restoring the missing fluctuation

Give every cell an independent threshold $u$, uniform between 0 and 1, and call the cell defective once $p$ has reached $u$. At any $p$ each cell is then defective with probability $p$, independently of the others. Sorting the thresholds gives the order in which defects appear, and this order is a uniformly random permutation.

Let $p_{\rm BD}$ be the threshold of the cell that completes the first spanning cluster. Adding defects never disconnects a cluster, so the lattice spans at $p$ if and only if $p_{\rm BD}\le p$. Therefore

$$\Pr(p_{\rm BD}\le p)=F(p).$$

One filling of the lattice gives one draw from the required distribution, with no grid of $p$ values.

Time enters through a growth law, here

$$p(t)=p_0\left(\frac{t}{t_0}\right)^{\alpha},\qquad t=t_0\left(\frac{p}{p_0}\right)^{1/\alpha},$$

used while $p<1$. Define the slope in defect fraction by

$$\beta=\frac{d\ln[-\ln(1-F)]}{d\ln p}.$$

Since $d\ln p/d\ln t=\alpha$, the chain rule gives the slope in time, $\beta_t=\alpha\beta$.

## Keeping the clusters between defects

A new defect can only merge clusters, so it is enough to store which cells belong together. Union-find stores each cluster as a tree. Every node points to a parent, and the root, which points to itself, names the cluster. Two extra nodes represent the electrodes and are present from the start.

For each cell $c$, in order of threshold:

1. Make $c$ a root with size 1.
2. For each of its neighbours that is defective or is an electrode, follow the pointers to the root.
3. If that root differs from the root of $c$, attach the smaller tree to the larger one and add the sizes.
4. If the electrodes now have the same root, return the threshold of $c$ and stop.

After each addition, two present nodes share a root exactly when a chain of contacts joins them. This holds at the start, when the electrodes are separate. A new cell creates contacts with its own neighbours and no others, and step 3 merges precisely those clusters. The property is thus preserved, and step 4 detects the first spanning cluster.

Attaching the smaller tree keeps the searches short. When a node's distance from its root grows by one, its tree has been attached to one at least as large, so the size of the tree containing it has at least doubled. With $M+2$ nodes this can happen at most $\log_2(M+2)$ times. Each cell has at most six contacts, so all the unions and searches cost at most of order $M\log M$, as does the sorting. Redirecting each visited node to its grandparent during a search shortens the paths further.

A lattice of $2\times2\times3$ cells has $2^{12}=4096$ configurations. All were examined by a separate cluster-labelling method, which gives $F(p)$ as a polynomial. A Kolmogorov–Smirnov test of 4000 union-find breakdowns against it gave a p-value of 0.272, so no discrepancy was detected.

## What slope should emerge?

For two layers, any spanning path must somewhere step from the lower layer to the upper one. The two cells of that step already form a complete column, so sideways steps cannot help. A column is fully defective with probability $p^2$, and different columns share no cells. Hence

$$F=1-(1-p^2)^N,\qquad -\ln(1-F)=-N\ln(1-p^2)\simeq Np^2 .$$

The slope is 2 at small $p$.

For $n\ge3$ a path may move sideways. Every spanning set has at least one cell in each layer. With $n$ cells there is exactly one per layer, and they connect only if they are stacked, which gives $N$ straight columns.

With $n+1$ cells, one layer holds two. If that layer touches an electrode, the extra cell is unnecessary, because the cell that leads onward touches the electrode itself. In an interior layer $k$, the path can arrive in column $A$, step to a neighbouring column $B$, and continue there. There are $N$ choices of $A$, four of $B$ and $n-2$ of $k$, if the lattice is at least three cells wide. This gives $4(n-2)$ such paths per column. Counting all spanning sets of $n+1$ cells on a lattice three cells wide, and removing the straight columns with a spare cell, left 4 paths per column for three layers and 8 for four, as the formula requires.

Overlaps must not spoil this order. Two straight columns together contain $2n\ge n+2$ cells. The path with a step in layer $k$ lacks $n-k\ge1$ cells of column $A$ and $k-1\ge1$ cells of column $B$, so its union with either has at least $n+2$ cells. Two different stepped paths also have a union of at least $n+2$ cells. Joint occurrence therefore first matters at order $p^{n+2}$. For a patch of fixed size $N_0$,

$$F_0=N_0p^n\left[1+4(n-2)p+O(p^2)\right].$$

Because $-\ln(1-F_0)=F_0+F_0^2/2+\dots$ and $F_0^2$ is of order $p^{2n}$ with $2n\ge n+2$, the same expression holds for $-\ln(1-F_0)$.

A large device fails when its weakest patch fails. If it consists of $m$ patches that fail independently,

$$1-F=(1-F_0)^m,\qquad -\ln(1-F)=-m\ln(1-F_0).$$

Clusters that cross patch borders are treated only approximately by this division. The error is small when the clusters are much narrower than a patch. With $N=mN_0$ and $c=4(n-2)$,

$$-\ln(1-F)\simeq Np^n(1+cp).$$

This step is needed because $F$ is not small near the middle of the failure distribution of a large device, although $F_0$ is. Taking the logarithm gives $\ln N+n\ln p+\ln(1+cp)$, and differentiating with respect to $\ln p$ gives

$$\beta\simeq n+\frac{cp}{1+cp}.$$

The characteristic fraction $p_{63}$ is where $-\ln(1-F)=1$, or $F=1-e^{-1}\simeq0.63$. To leading order $p_{63}=N^{-1/n}$, which tends to zero as the area grows at fixed $n$. Then $\beta\to n=t_{\rm ox}/a_0$, where $t_{\rm ox}$ is the thickness. The slope rises with thickness because more cells must fail together. At finite area $\beta$ depends on $p$, so the distribution is only approximately Weibull.

## Extracting the slope

Reading a slope from a few early failures wastes most of the sample. Maximum likelihood uses every breakdown. For a Weibull distribution with scale $\eta$, the density is

$$f(x)=\frac{\beta}{\eta}\left(\frac{x}{\eta}\right)^{\beta-1}e^{-(x/\eta)^\beta}.$$

For $S$ values $x_i$ the log-likelihood is

$$\ell=S\ln\beta-S\beta\ln\eta+(\beta-1)\sum_i\ln x_i-\sum_i\left(\frac{x_i}{\eta}\right)^\beta.$$

Setting $\partial\ell/\partial\eta=0$ gives

$$-\frac{S\beta}{\eta}+\frac{\beta}{\eta^{\beta+1}}\sum_i x_i^\beta=0,\qquad \eta^\beta=\frac1S\sum_i x_i^\beta .$$

Setting $\partial\ell/\partial\beta=0$ gives

$$\frac S\beta-S\ln\eta+\sum_i\ln x_i-\sum_i\left(\frac{x_i}{\eta}\right)^\beta(\ln x_i-\ln\eta)=0 .$$

By the result for $\eta$, $\sum_i(x_i/\eta)^\beta=S$. The last term therefore contributes $+S\ln\eta$, which cancels the second. Dividing by $S$,

$$\frac1\beta=\frac{\sum_i x_i^\beta\ln x_i}{\sum_i x_i^\beta}-\frac1S\sum_i\ln x_i .$$

The left side falls with $\beta$. The derivative of the first term on the right is a weighted variance of $\ln x_i$, which is positive unless all values coincide. The equation thus has at most one root, and bisection or a similar method finds it.

The standard error comes from refitting 200 samples drawn with replacement from the data. This measures sampling scatter without requiring the Weibull form to be exact. An increase between two thicknesses is judged by

$$z=\frac{\beta_{n+1}-\beta_n}{\sqrt{\sigma_{n+1}^2+\sigma_n^2}},$$

where $\sigma_n$ is the standard error of $\beta_n$.

## A small transistor

Take $a_0=1$ nm, a gate of 24 nm by 24 nm, and thicknesses from 2 to 5 nm, so $N=24^2=576$. For every thickness the field is held at 10 MV/cm, and the same growth law is used, with $\alpha=0.5$ and $p_0=0.01$ at $t_0=1000$ s. For 1500 devices at each thickness the fits give:

| Thickness (nm) | $\beta$ | $p_{63}$ |
|---|---|---|
| 2 | 2.05 ± 0.04 | 0.041 |
| 3 | 3.32 ± 0.06 | 0.106 |
| 4 | 4.53 ± 0.09 | 0.158 |
| 5 | 6.05 ± 0.12 | 0.195 |

The three increases are 16.8, 10.7 and 9.8 combined standard errors. As a control, the two halves of the 4 nm sample differ by 1.25 standard errors in magnitude. The rise with thickness is thus well resolved.

A straight-line fit gives 1.32 per nm, more than the large-area value of 1 per nm. Summed over 3, 4 and 5 nm, the slopes exceed $n$ by 1.91, or 11.5 standard errors. At 3 nm the sideways step explains the excess: $cp_{63}=4\times0.106=0.43$, so

$$\beta\simeq3+\frac{0.43}{1.43}=3.30,$$

against the fitted 3.32. The full distribution agrees with the formula (p-value 0.912). Without the sideways term the p-value is $8\times10^{-26}$, and the straight-column law is rejected. At 5 nm, $cp_{63}=12\times0.195=2.3$ is not small, and the expansion cannot be trusted. That longer winding paths cause the rest of the excess there is a conjecture.

The 2 nm sample gave a p-value of 0.032 against its exact law. This is low, but above the rejection level of 0.001 set for the test. A value this low arises by chance about once in thirty trials.

In time, the likelihood slopes are $\alpha\beta=1.03$, 1.66, 2.27 and 3.03. Fitting a line to the ordered lifetimes, with the $i$-th assigned $F=(i-0.3)/(S+0.4)$, gives 1.04, 1.62, 2.28 and 3.08. The two estimators weight the tails differently but agree within 3%.

## Scaling to a test capacitor

A capacitor of $10^{-4}$ cm² has $N=10^{10}$ columns, too many to simulate. The weakest-link rule bridges the gap. At 4 nm, the earliest failure among four 12 nm by 12 nm devices was compared with failures of the 24 nm device, and no difference was detected (p-value 0.195).

For 2 nm, $p_{63}=(10^{10})^{-1/2}=10^{-5}$ and $\beta=2.00$. Solving $Np^n(1+cp)=1$ for 3, 4 and 5 nm gives $\beta=3.00$, 4.02 and 5.1. At 5 nm the sideways term is $cp_{63}=0.12$, small enough for a first-order estimate. The slopes are now close to $n$.

The naive extrapolation keeps the transistor's fitted slope over the whole change of area. At 5 nm it predicts

$$p_{63}=0.195\left(\frac{576}{10^{10}}\right)^{1/6.05}\simeq0.0124,$$

whereas the expansion gives 0.0098. Since $t\propto p^2$ here, the naive lifetime is too long by a factor of about $(0.0124/0.0098)^2\simeq1.6$. The standard error of the fitted slope alone spreads this factor from 1.4 to 1.8. At 2 nm, where there is no sideways term, the sampling error in the fitted 2.05 already produces a factor of 1.4. Carrying a slope across many decades of area thus magnifies its statistical error and, in this model, misses its drift. The size of the drift belongs to this lattice and need not be that of a real oxide.

## Comparison with real oxides

The parameters lie in the rough regime of thin thermal silicon dioxide under accelerated stress. In such oxides the measured slope in time also rises with thickness and is roughly 1 near 2 nm. The model gives 1.0 there, but $a_0$ and $\alpha$ are round inputs, so this is agreement in size and not a prediction. A 5 nm oxide is untypically thick for a 24 nm gate. The absolute lifetimes, from 1 ms for the 2 nm capacitor to $3.8\times10^5$ s for the 5 nm transistor, rest on the assumed growth law. Using one law at a fixed field is itself a simplification, because defect generation in thin oxides also depends on the voltage, which here runs from 2 to 5 V. The ordering of the model's lifetimes with thickness therefore need not hold for real films. Real devices also break the assumption of uniform thickness, and at 2 nm this matters.

Let the thickness vary as a Gaussian of standard deviation $\sigma$, and interpolate the column law as $p^{t_{\rm ox}/a_0}$. With $q=\ln p$ and $s=\sigma/a_0$, the Gaussian average of an exponential gives

$$-\ln(1-F)\simeq N\exp\left(nq+\tfrac12s^2q^2\right),\qquad \beta=n+s^2\ln p .$$

Since $\ln p<0$, roughness lowers the slope: thin places fail first. For $\sigma=0.2$ nm, the condition $\ln N+2q+0.02q^2=0$ gives $p_{63}=1.7\times10^{-6}$ and $q=-13.3$. Then $\beta=2-0.04\times13.3=1.47$, or 0.73 in time instead of 1.00. This estimate ignores sideways steps into thinner neighbouring columns, and also the higher field that a common voltage produces where the oxide is thin. The second omission is not small. If a local field rise $\Delta E$ multiplies $p$ by $e^{\gamma\Delta E}$, the slope falls to about 1.2 for $\gamma=0.5$ cm/MV and below 0.7 for $\gamma$ of 1.25 to 2.5 cm/MV, where it is set by the far tail of the Gaussian. The value also rests on the interpolation: rounding the thickness to the nearest whole cell gives 1.0, and rounding it up gives about 2.0. The estimate shows the direction of the effect, not its size.

## When defects help each other

Independent generation is another assumption that can fail, because a defect may raise the field in the rest of its column. Consider two cells, and measure stress by $x$, such that an undisturbed cell survives with probability $e^{-x}$. The first failure occurs at rate 2. The survivor then fails at rate $\kappa$. The column is complete by $x$ with probability

$$P=\int_0^x2e^{-2s}\left[1-e^{-\kappa(x-s)}\right]ds
=1-\frac{\kappa e^{-2x}-2e^{-\kappa x}}{\kappa-2},$$

where $s$ is now the stress at the first failure. For $\kappa\gg2$ and $x\ll1$, with $y=\kappa x$, this becomes

$$P\simeq\frac2\kappa\left(y-1+e^{-y}\right).$$

If $y\ll1$, then $P\simeq\kappa x^2$: failure comes sooner, but the slope remains 2. If $y\gg1$, then $P\simeq2x$: the second failure follows almost at once, and the slope falls to 1.

For the 2 nm capacitor, $\kappa=10$ leaves the slope at 2.00. Lowering it to 1.5 takes $\kappa=2.5\times10^{10}$. If the rate grows as $e^{\gamma E}$ with a rough $\gamma=2.5$ cm/MV, the local field must rise by $\ln\kappa/\gamma=9.6$ MV/cm. A perfectly conducting defect would double the average field in the other cell, a rise of 10 MV/cm, which is just past this limit. With $\gamma=2$ cm/MV the limit would be 12 MV/cm and would not be reached, so the estimate cannot decide whether a defect that shorts its cell would spoil the slope. Here $\gamma$ describes the rate per unit of stress $x$. If it were taken from lifetimes instead, the growth law would reduce it to $\alpha\gamma$, which for $\alpha=0.5$ doubles the required rise. The estimate also extends the exponential law far beyond the stress field and is correspondingly rough.

## Detecting the first path electrically

Union-find sees the first spanning cluster, but an ammeter may not. For barrier height $\phi$, effective mass $m$, field $E$ and oxide voltage $V$, the tunnelling exponent is

$$G=\frac2\hbar\int\sqrt{2m(\phi-eEz)}\,dz
=\frac{4\sqrt{2m}}{3\hbar eE}\left[\phi^{3/2}-\max(\phi-eV,0)^{3/2}\right],$$

with the integral taken over the part of the oxide where the root is real. Take $\phi=3.1$ eV, $m=0.42$ electron masses, and the Fowler–Nordheim prefactor, which is crude for the 2 nm film. The capacitor's background current is then about 60 µA at 2 nm and 0.4 µA at 5 nm. One fully open quantum channel, of conductance $2e^2/h$, would carry 155 µA at 2 V and 387 µA at 5 V. The 2 nm background is known only to an order of magnitude. Integrating the transmission over the electron supply leaves the 5 nm value near 0.4 µA but gives about 100 to 460 µA at 2 nm, depending on the depth of the Fermi sea. For a deep Fermi sea, masses from 0.5 to 0.35 give 70 µA to 3 mA at 2 nm and 0.04 to 4 µA at 5 nm. At 2 nm the background can thus rival or exceed even an open channel, and a weaker defect path could be hidden, so the recorded failure may be a later event than the one simulated.

Temperature mainly shifts the time scale in this description. With an assumed activation energy of 0.6 eV, the lifetime at 300 K is about 330 times that at 400 K. The slope in time can also change if temperature alters $\alpha$ or the defect geometry. The numerical output lists the remaining lifetimes and test scores.

## Table of computed values

```
cell edge 1.0 nm; gate side 24 nm; columns 576
samples per thickness 1500; time exponent alpha 0.5
time law: p = 0.01 at 1000 s
enumeration vs union-find: KS p-value 0.272
one-jog paths per column, 3 layers: 4
one-jog paths per column, 4 layers: 8
TRANSISTOR (simulated)
2 nm: beta 2.05 +/- 0.04, p63 0.0408, t63 1.66e+04 s
3 nm: beta 3.32 +/- 0.06, p63 0.1063, t63 1.13e+05 s
4 nm: beta 4.53 +/- 0.09, p63 0.1581, t63 2.5e+05 s
5 nm: beta 6.05 +/- 0.12, p63 0.1949, t63 3.8e+05 s
2 nm: slope in time, likelihood 1.03, rank regression 1.04
3 nm: slope in time, likelihood 1.66, rank regression 1.62
4 nm: slope in time, likelihood 2.27, rank regression 2.28
5 nm: slope in time, likelihood 3.03, rank regression 3.08
rise 2 to 3 nm: 16.8 standard errors
rise 3 to 4 nm: 10.7 standard errors
rise 4 to 5 nm: 9.8 standard errors
same-thickness control (4 nm): -1.25 standard errors
fitted rise of beta: 1.32 per nm
summed excess of beta over n, 3-5 nm: 1.91 (11.5 standard errors)
2 nm exact law: KS p-value 0.032
3 nm law with jogs: KS p-value 0.912
3 nm law without jogs: KS p-value 8.4e-26
area scaling, 4 nm: KS p-value 0.195
CAPACITOR 1e-04 cm2, columns 1.0e+10
2 nm: beta 2.000, p63 1.000e-05, t63 0.001 s, jog term 0.0000
3 nm: beta 3.002, p63 4.639e-04, t63 2.15 s, jog term 0.0019
4 nm: beta 4.025, p63 3.143e-03, t63 98.8 s, jog term 0.0251
5 nm: beta 5.105, p63 9.780e-03, t63 957 s, jog term 0.1174
NEGLECTED EFFECTS
roughness 0.2 nm: 2 nm capacitor beta 1.47, p63 1.72e-06
rate enhancement 10: 2 nm capacitor beta 2.000
enhancement giving beta 1.5: 2.53e+10
field acceleration 2.5 cm/MV: needs local rise 9.6 MV/cm
stress field 10 MV/cm, barrier 3.1 eV, mass 0.42 m_e
2 nm capacitor: tunnelling 62.8 uA, one open channel 155 uA
5 nm capacitor: tunnelling 0.38 uA, one open channel 387 uA
activation 0.6 eV: lifetime ratio 300 K / 400 K 331
```
